\section*{Compressing a Slater determinant into a matrix product state by local blocks}

\section{Fifty orbitals and a bond dimension of 32}

A determinant of 50 fermions on a chain of 100 sites can be reproduced with infidelity $4.5\times10^{-6}$ by a matrix product state (MPS) of bond dimension 32. Building the same determinant orbital by orbital permits a bond dimension of $2^{50}\approx1.1\times10^{15}$. What does the second construction waste, and what sets the 32?

The determinant $\Phi$ is the half-filled ground state of a mean-field model of a charge-density wave on an open chain of even length $N$. The hopping is $t=1$, which is the unit of energy, and the staggered potential is $\pm m$:
\begin{equation}
H=D+T,\qquad D_{ii}=\pm m,\qquad T_{i,i+1}=T_{i+1,i}=-1 .
\end{equation}
Since $T$ connects sites with opposite signs of $D$, $DT+TD=0$ and $H^2=m^2+T^2$. For $m>0$, if $T\phi=\tau\phi$, then $T(D\phi)=-\tau D\phi$. In the basis $\phi,\,D\phi/m$ the matrix $H$ has diagonal $(\tau,-\tau)$ and off-diagonal elements $m$, hence levels $\pm\sqrt{m^2+\tau^2}$. At $m=0$ the levels are $\pm\tau$. Half of the levels are therefore negative, and there is no edge state inside the gap. Let $a$ and $b$ be the smallest and largest $|E|$, so that the gap is $2a$. For $N=100$ and $m=0.3$, $a=0.302$, $b=2.021$ and $\ln(b/a)=1.90$.

\section{What the naive construction wastes}

An orbital is created by $c^\dagger=\sum_i\varphi_i a_i^\dagger$. Across any cut this operator is a sum of two products, one creating the particle on the left and one on the right. Each application can at most double the Schmidt rank, so $N_F$ orbitals give the bound $2^{N_F}$.

The count treats every orbital as extended. The determinant, however, is unchanged, up to a phase, by a unitary mixing of its occupied orbitals. What matters is the occupied space, described for real orbitals by
\begin{equation}
\Lambda_{ij}=\langle a_i^\dagger a_j\rangle,\qquad \Lambda^2=\Lambda,\qquad \operatorname{tr}\Lambda=N_F .
\end{equation}
An occupied orbital confined to a few sites would be cheap. One should not insist on strict confinement, nor on occupied orbitals alone: a nearly empty local mode is equally easy to remove.

This leads to the Fishman--White scheme. At step $k$, diagonalize the block of $\Lambda$ on sites $k,\dots,k+B-1$ (fewer at the right end). Take the eigenvalue $n_k$ nearest 0 or 1, with eigenvector $v$, and rotate $v$ onto site $k$. This uses neighbour rotations, starting at the far end of the block. If the current components on sites $i,i+1$ are $(x,y)$ and $r=\sqrt{x^2+y^2}$, then
\begin{equation}
\begin{pmatrix}x/r&y/r\\-y/r&x/r\end{pmatrix}
\begin{pmatrix}x\\y\end{pmatrix}=\begin{pmatrix}r\\0\end{pmatrix}.
\end{equation}
For $r=0$ nothing need be done. The whole matrix $\Lambda$ is rotated along, and the next block starts at $k+1$.

The diagonal element at $k$ is now $n_k$. Taking the $kk$ element of $\Lambda^2=\Lambda$ gives
\begin{equation}
n_k^2+\sum_{j\ne k}\Lambda_{kj}^2=n_k
\quad\Longrightarrow\quad
\sum_{j\ne k}\Lambda_{kj}^2=n_k(1-n_k).
\end{equation}
A nearly full or nearly empty mode is thus nearly decoupled from all others. Later rotations do not involve site $k$, so $n_k$ stays fixed.

Finally, round each $n_k$ to 0 or 1. Let $S$ be the set of modes rounded to 1 and $|S\rangle$ the corresponding product state. Undoing the rotations on $|S\rangle$ gives the approximation to $\Phi$. Each rotation becomes a two-site gate: it acts as the $2\times2$ rotation on the states $|10\rangle,|01\rangle$ and leaves $|00\rangle$ and $|11\rangle$ alone, the latter because the rotation has determinant 1. The Jordan--Wigner signs of sites to the left cancel in $a_i^\dagger a_{i+1}$, so no long string appears.

\section{Why the block size limits the bond dimension}

Let $V_k$ be the product of gates of block $k$. The MPS is $V_1^\dagger V_2^\dagger\cdots V_N^\dagger|S\rangle$, so the rightmost block acts first. Consider the cut between sites $c$ and $c+1$.

Blocks with $k>c$ act on the right only and create no entanglement across the cut. The blocks that cross it satisfy $c-B+2\le k\le c$. On the left they touch only sites $c-B+2,\dots,c$, which are at most $B-1$ sites; all other left sites are still in a product state. The Schmidt rank is then at most $2^{B-1}$. The remaining blocks act on the left alone and cannot change it. Hence
\begin{equation}
\chi\le 2^{B-1}.
\end{equation}
For $B=6$ the explicit MPS, built with 485 gates, has largest bond dimension 32, which saturates the bound.

\section{The error certificate}

Let $\Lambda'$ be the fully rotated matrix and $C'$ the rotated $N\times N_F$ orbital matrix, so that $\Lambda'=C'C'^{T}$. If $|S|=N_F$, the amplitude of pattern $S$ is $\det C'_S$, and the fidelity is
\begin{equation}
F=(\det C'_S)^2=\det\!\left(C'_SC_S'^{T}\right)=\det\Lambda'_{SS}.
\end{equation}
This is the probability of finding pattern $S$ in the rotated determinant. Let $X$ be the number of modes whose measured occupation differs from $S$. Mode $k$ differs with probability $\varepsilon_k=\min(n_k,1-n_k)$, so $\langle X\rangle=\sum_k\varepsilon_k$. At fixed particle number a missing particle must reappear elsewhere, so a wrong pattern has $X\ge2$. Therefore $\langle X\rangle\ge2(1-F)$, or
\begin{equation}
1-F\le\tfrac12\sum_k\varepsilon_k .
\label{cert}
\end{equation}
The condition $|S|=N_F$ is guaranteed when $\sum_k\varepsilon_k<1$: the integer $|S|-N_F$ is the sum of the rounding errors, whose magnitude is then below 1. If $|S|\neq N_F$, the fidelity is zero.

On 12 sites with $B=4$ and $m=0.3$, the overlap computed from all determinant amplitudes and the contracted MPS gives $1-F=9.29\times10^{-5}$, in agreement with $\det\Lambda'_{SS}$. On 100 sites the two sides of (\ref{cert}) are $4.16\times10^{-2}$ and $4.24\times10^{-2}$ at $B=3$, and agree to all printed digits at $B=6$. The difference of the sides is $\frac12\langle X-2\rangle$ taken over wrong patterns, so near-equality means that nearly all the error comes from single displaced particles.

\section{When does a block contain a removable mode?}

The certificate is known only after the run. To see beforehand how large $B$ must be, divide the modes at step $k$ into the removed ones $D$, the block $R$, and the sites $\bar A$ to its right; $A=D\cup R$. The $RR$ block of $\Lambda=\Lambda^2$ reads
\begin{equation}
\Lambda_{RR}(1-\Lambda_{RR})=\Lambda_{R\bar A}\Lambda_{\bar AR}+\Lambda_{RD}\Lambda_{DR}.
\label{split}
\end{equation}
The smallest eigenvalue on the left is $\varepsilon_k(1-\varepsilon_k)$. The first term on the right is the restriction to $R$ of $G=\Lambda_{A\bar A}\Lambda_{\bar AA}=\Lambda_{AA}(1-\Lambda_{AA})$. Earlier rotations acted within $A$, so $G$ has the same eigenvalues as in the original determinant.

Let $g_B$ be the $B$-th largest eigenvalue of $G$. By the min--max principle, $g_B$ is the largest value, over all $B$-dimensional subspaces, of the minimum expectation of $G$. As $R$ is one such subspace, it contains a unit vector with expectation at most $g_B$. The second term of (\ref{split}) adds at most its norm, so
\begin{equation}
\varepsilon_k(1-\varepsilon_k)\le g_B+\|\Lambda_{DR}\|^2 .
\label{step}
\end{equation}
The first term is a property of the determinant: the cut must have fewer than $B$ strongly entangled modes. The second is feedback from imperfect earlier removals. Since $\|\Lambda_{DR}\|^2\le\sum_{j<k}n_j(1-n_j)$, iterating (\ref{step}) with worst-case feedback gives a bound that can double at every step. This is useless for a long chain, so (\ref{step}) does not by itself guarantee the whole run; (\ref{cert}) certifies it afterwards. If $\bar A$ has fewer than $B$ sites, the rank of $G$ is below $B$ and its contribution vanishes. In a shortened last block $\bar A$ is empty, with the same consequence.

\section{How the gap enters}

We now need the decay of $g_B=\sigma_B^2$, where $\sigma_B$ is the $B$-th singular value of $\Lambda_{A\bar A}$. The idea is to approximate the projector by a function of $H$ whose off-diagonal block has low rank.

For tridiagonal $H$ and $\mathcal G=(H-z)^{-1}$, the $A\bar A$ block of $(H-z)\mathcal G=1$ gives
\begin{equation}
\mathcal G_{A\bar A}=-(H_{AA}-z)^{-1}H_{A\bar A}\,\mathcal G_{\bar A\bar A}.
\end{equation}
$H_{A\bar A}$ has one nonzero element, so this block has rank one. Should $H_{AA}-z$ be singular, continuity in $z$ gives rank at most one. A constant plus $q$ simple poles therefore gives rank at most $q$.

Choose positive nodes $p_j$ and set
\begin{equation}
s(x)=\prod_{j=1}^{q}\frac{x-p_j}{x+p_j},\qquad f(x)=\frac1{1+s(x)} .
\end{equation}
The poles of $f$ satisfy $s=-1$. Since $|s|<1$ for $\operatorname{Re}x>0$ and $|s|>1$ for $\operatorname{Re}x<0$, they lie on the imaginary axis. There each factor is $-e^{-2i\arctan(y/p_j)}$ at $x=iy$; its phase is monotonic in $y$, so $s'\ne0$ and the poles are simple. Multiplying out, the denominator of $f$ has leading term $2x^q$, so there are $q$ of them.

Let $|s|\le\eta<1$ on $[a,b]$. There $|1-f|=|s/(1+s)|\le\eta/(1-\eta)$. On $[-b,-a]$, $s(x)=1/s(-x)$ gives $f(x)=s(-x)/[1+s(-x)]$, with magnitude under the same bound. Occupied levels are positive levels of $-H$, so $f(-H)$ approximates $\Lambda$ with this error in operator norm. The singular value $\sigma_{q+1}$ is the distance to the nearest matrix of rank $q$; with $q=B-1$,
\begin{equation}
g_B\le\left(\frac{\eta}{1-\eta}\right)^2 .
\label{gbound}
\end{equation}

To make $\eta$ explicit, put $L=\ln(b/a)$, $x=ae^u$, and space the nodes evenly in $\ln p$ with step $h=(L+2d)/(q+1)$, $d>0$, centred on $\sqrt{ab}$. Each factor of $|s|$ is $\tanh(|u-v_j|/2)$, with $v_j=\ln(p_j/a)$. First let the nodes continue without end. From
\begin{equation}
\ln\tanh\frac{|u|}2=-2\sum_{n\ \rm odd}\frac{e^{-n|u|}}n
\end{equation}
the Fourier transform is $-4\sum_{n\,\rm odd}(n^2+\omega^2)^{-1}=-(\pi/\omega)\tanh(\pi\omega/2)$, equal to $-\pi^2/2$ at $\omega=0$. Poisson summation, with $\theta=2\pi(u-v_1)/h$, gives
\begin{equation}
\sum_j\ln\tanh\frac{|u-v_j|}2=-\frac{\pi^2}{2h}-\sum_{l\ge1}\frac{\cos l\theta}{l}\tanh\frac{\pi^2l}{h}.
\end{equation}
If the hyperbolic tangent were 1, the last term would be $\ln|2\sin(\theta/2)|\le\ln2$. Since $1-\tanh y\le2e^{-2y}$, the correction is at most $-2\ln(1-e^{-2\pi^2/h})$.

Now remove the surplus nodes. The nearest lie at distance $d$ outside the interval on each side. Removing one at distance $y$ from $u$ adds $-\ln\tanh(y/2)=2\operatorname{artanh}e^{-y}\le2e^{-y}/(1-e^{-2d})$. Summing the two geometric series and using $e^{-u}+e^{-(L-u)}\le1+e^{-L}$ yields
\begin{align}
\ln\eta\le{}&\ln2-2\ln(1-e^{-2\pi^2/h})-\frac{\pi^2}{2h}\nonumber\\
&+\frac{2e^{-d}(1+e^{-L})}{(1-e^{-h})(1-e^{-2d})}.
\end{align}
For $B\gg L+2d$ we have $h\ll1$ and $1-e^{-h}\simeq h$, so the last term also grows as $1/h$, with a coefficient suppressed by $e^{-d}$. For large $L$ one may take $1\ll d\ll L$. Then $1/h\simeq B/L$, and the leading exponent of the bound on $g_B$ is $-\pi^2B/L$.

If the feedback leaves $\varepsilon_k$ of order $g_B$, a total infidelity $\delta$ requires $Ng_B/2\lesssim\delta$, hence the estimate
\begin{equation}
B\sim\frac{1}{\pi^2}\ln\!\frac{N}{2\delta}\;\ln\frac ba .
\label{law}
\end{equation}
This keeps only the leading term for large $L$, so it describes how $B$ grows rather than its actual value. In this estimate, at fixed $N$ and $\delta$, the block grows with the logarithm of the inverse gap, and $2^{B-1}$ with a power of it.

The opposite limit, $m\gg1$, is not logarithmic. Here $a\ge m$ and $b\le\sqrt{m^2+4}$, so $L\lesssim2/m^2$. Placing all nodes at $\sqrt{ab}$ gives $\eta=[\tanh(L/4)]^{q}\lesssim(1/2m^2)^{B-1}$. Thus $g_B\lesssim(2m^2)^{-2(B-1)}$, and very small blocks suffice.

\section{Reading the chain}

At $m=0.3$, five poles with $d\approx0.9$, the value that minimizes the explicit bound on $\ln\eta$, give an operator error of $5.4\times10^{-3}$. The fifth and sixth singular values of the approximant across the middle are $1.4\times10^{-3}$ and $10^{-17}$, which confirms the rank count. For $B=6$, (\ref{gbound}) gives $g_B\le2.9\times10^{-5}$, while the middle cut has $g_B=6.8\times10^{-8}$. With these nodes the bound is loose by a factor of about 400. Most of this comes from the choice of nodes: in the same inequality $d\approx0.4$ gives $2.0\times10^{-6}$, and the optimal (Zolotarev) nodes give $1.2\times10^{-6}$, a factor of 17.

From $B=5$ to $B=6$, $g_B$ falls by $1.37\times10^{-6}/6.80\times10^{-8}=20$, a rate $\ln20=3.0$ per site. The leading formula would give $\pi^2/1.90=5.2$, but $L=1.9$ is not large. The measured rate corresponds to $\pi^2/3.0=3.3$ in place of $L$, an additive shift of 1.4. This is close to $\ln4=1.39$: for the optimal nodes there is the known estimate $\eta^2\le4\exp[-\pi^2q/\ln(4b/a)]$, whose rate here is 3.0. The explicit bound above has $L+2d$ in its leading term, and with its nodes (\ref{gbound}) falls more slowly, at a rate of 1.8 from $B=5$ to $B=6$.

The feedback proves mild here. At $B=6$ the mean $\varepsilon_k$ is $2(4.51\times10^{-6})/100=9.0\times10^{-8}$, or 1.3 times the middle $g_B$. Near the middle $\varepsilon_k\approx1.6\,g_B$, and the feedback term of (\ref{step}) is about $1.9\,g_B$: larger than $g_B$, but not growing from step to step there. The worst step has $\varepsilon_k(1-\varepsilon_k)=1.6\times10^{-7}$ and lies near the right end, where the $g_B$ term is zero: its bound is entirely feedback.

The resulting MPS has an energy $9.1\times10^{-6}\,t$ above that of the determinant, and its middle entropy is 0.5404 nat, equal to that of the determinant to this accuracy. Schmidt truncation can shrink it further: at the middle cut 16 states suffice for a discarded weight of $10^{-8}$. This count belongs to the MPS. The determinant itself would lose at least $3.5\times10^{-8}$ at rank 16, a difference well within the infidelity of the MPS. At rank 32 the middle cut alone would allow an infidelity as low as $7\times10^{-11}$, so the rank at this cut does not by itself force the error of the circuit. The circuit has at most $B-1=5$ fractionally occupied modes per cut. Freezing the sixth costs about $g_6=6.8\times10^{-8}$ at the middle cut, and errors of this size add up over about a hundred steps. An optimal truncation at one cut instead selects the largest weights from all modes.

For $1-F\le10^{-6}$ at $N=100$, the required block sizes are 5, 7, 9 and 10 at $m=1$, 0.3, 0.1 and 0, where $\ln(b/a)=0.80$, 1.90, 2.95 and 4.16. The average slope is $5/3.36=1.5$; (\ref{law}) predicts $\ln(5\times10^7)/\pi^2=1.8$. The slope is not uniform: the three successive steps give 1.8, 1.9 and 0.8. The agreement is fair among the gapped cases, within the rounding to whole sites, and poor on the step to $m=0$. The block sizes themselves are not reproduced: (\ref{law}) gives 1.4, 3.4, 5.3 and 7.5, too small by 2.5 to 3.7. At $m=0.3$, where the shortfall is 3.6, the additive shift of $L$ found above accounts for about 2.5 of it. The formula therefore shows how $B$ grows, but should not be used to choose it. Requiring $Ng_B/2\le10^{-6}$ with the middle $g_B$ gives 5, 7, 9 and 9: it misses by one in the gapless case. There the eigenvalues of $G$ at this cut come in equal pairs ($g_9=g_{10}$), and the neighbouring cut gives 10, so at $m=0$ the estimate depends on the cut chosen.

At $m=0$ the finite length supplies the gap. The levels of $T$ are $-2\cos[\pi j/(N+1)]$, so $a=2\sin[\pi/(2N+2)]\simeq\pi/N$ and $\ln(b/a)\simeq\ln(2N/\pi)$. Both logarithms in (\ref{law}) then grow with $N$. The required $B$ is 8, 10 and 11 for $N=50$, 100 and 200, whereas at $m=0.3$, where only the first logarithm grows, the increase is slower and, over this range, hidden by the rounding to whole sites: $B$ is 7 for all three lengths.

\section{Where the gap estimate stops}

The sites must be orthonormal modes holding one fermion each: atomic orbitals have to be orthogonalized first, and two separately compressed spin channels multiply the ranks to $4^{B-1}$. With this understood, the bond bound holds for any determinant with real orbitals. So does the certificate (\ref{cert}), provided $|S|=N_F$, which is assured once $\frac12\sum_k\varepsilon_k<\frac12$. The gap estimate needs a tridiagonal mean-field matrix. With hopping up to range $r$, $H_{A\bar A}$ has rank at most $r$, so $q$ poles give off-diagonal rank up to $rq$, and (\ref{gbound}) then bounds $g_{rq+1}$: the estimated $B$ is multiplied by about $r$. A strip of width $w$ numbered row by row has $r=w$, and the bond bound becomes exponential in the width. A Fock matrix with long-range exchange has no such finite $r$; there one increases $B$ until $\frac12\sum_k\varepsilon_k$ is small enough.

\section*{Values computed for the example and the checks}
\begin{verbatim}
small chain: N = 12 sites, m = 0.3 t, B = 4
  1-F from all amplitudes = 9.293823e-05
  1-F from determinant    = 9.293823e-05
  half sum of eps = 9.294095e-05, largest bond = 8
main chain: N = 100 sites, m = 0.3 t, 50 particles
  a = 0.30161 t, b = 2.02142 t, gap 2a = 0.60322 t
  ln(b/a) = 1.9024
rational step, 5 poles: operator error = 5.4117e-03
  eta = 5.3826e-03, analytic bound on eta = 7.6521e-03
  singular values 5, 6 across the middle: 1.40e-03, 1.1e-17
errors against block size (dimensionless); g_B at middle cut
 B  2^(B-1)  sum(eps)/2   1-F        rank limit  g_B       g bound
 2      2   8.721e-01   5.881e-01  1.155e-02   1.09e-02  6.31e-01
 3      4   4.240e-02   4.155e-02  5.806e-04   5.51e-04  1.39e-02
 4      8   2.023e-03   2.021e-03  7.808e-06   2.75e-05  1.33e-03
 5     16   9.582e-05   9.582e-05  3.526e-08   1.37e-06  1.86e-04
 6     32   4.514e-06   4.514e-06  7.436e-11   6.80e-08  2.93e-05
 7     64   2.116e-07   2.116e-07  4.541e-14   3.38e-09  2.24e-06
 8    128   9.864e-09   9.864e-09  4.441e-16   1.68e-10  1.39e-07
 9    256   4.572e-10   4.572e-10  4.441e-16   8.35e-12  2.11e-08
MPS at B = 6: 485 gates, largest bond = 32
  middle entropy: MPS 0.5404139 nat, determinant 0.5404194 nat
  bond for discarded weight 1e-8 at middle = 16
  energy error of the MPS = 9.0720e-06 t
  worst step: eps(1-eps) = 1.636e-07, g_B = 0.000e+00, feedback = 1.636e-07
smallest B with 1-F <= 1e-6; estimates: (N/2) g_B <= 1e-6 with
g_B computed at the middle cut, or replaced by its analytic bound
  N    m/t   ln(b/a)  B needed  B from g_B  B from bound
 100   1.0   0.804       5         5           8
 100   0.3   1.902       7         7          10
 100   0.1   2.950       9         9          13
 100   0.0   4.163      10         9          16
  50   0.3   1.886       7         7          10
 200   0.3   1.907       7         7          11
  50   0.0   3.479       8         8          14
 200   0.0   4.852      11        11          18
\end{verbatim}
